# Weyl-Node Search: Seed Mesh, Charge Sphere and a Completeness Certificate

Suppose a search for Weyl nodes returns two nodes of opposite charge, and the charges sum to zero. The list can still be missing half of the nodes. Every calculation that relies on it, from surface Fermi arcs to the Hall response, then starts from the wrong set. The zero-sum rule cannot reveal the loss, because the missing nodes then sum to zero among themselves.

The search for nodes in a tight-binding or Wannier Hamiltonian described here has four settings: a seed mesh, a gap threshold, a sphere radius and a number of loops on the sphere. This guide derives what each must satisfy, and adds a subdivision procedure that, for a two-band model with linear nodes, can certify that the list is complete.

## What is being searched

Let $H(\mathbf k)$ be a smooth Bloch Hamiltonian, periodic in the Brillouin zone, with bands ordered by energy. The direct gap above the lowest $N$ bands is
$$g(\mathbf k)=E_{N+1}(\mathbf k)-E_N(\mathbf k).$$
I assume that $g$ vanishes at isolated points only, and that at these points bands $N$ and $N+1$ are separated from all others. Nodal lines violate the first condition. If symmetry makes these bands degenerate throughout the zone, the two-state description below does not apply: either $g$ vanishes everywhere, or at least four states meet at a touching.

Near a touching $\mathbf k_0$ with energy $E_0$, let the columns of $P(\mathbf k)$ be a smooth orthonormal basis of the two-state subspace. Then
$$P^\dagger HP=\varepsilon+\mathbf D\cdot\boldsymbol\sigma,\qquad g=2|\mathbf D|,$$
since the eigenvalues are $\varepsilon\pm|\mathbf D|$. The scalar $\varepsilon$ tilts the cone without changing the gap. To differentiate at $\mathbf k_0$, use $HP=E_0P$ there:
$$\partial_j(P^\dagger HP)=P^\dagger(\partial_jH)P+E_0\,\partial_j(P^\dagger P)=P^\dagger(\partial_jH)P,$$
because $P^\dagger P=1$ is constant. With $\tfrac12\mathrm{Tr}\,\sigma_i\sigma_l=\delta_{il}$,
$$J_{ij}\equiv\partial_jD_i=\tfrac12\mathrm{Tr}\big[\sigma_iP^\dagger(\partial_jH)P\big],\qquad g(\mathbf k_0+\mathbf q)\simeq2|J\mathbf q|$$
to leading order in $\mathbf q$. The singular values of $J$, divided by $\hbar$, are the principal speeds of the untilted cone. Let $s_{\min}$ be the smallest singular value. A touching is linear if $s_{\min}>0$.

## Minimization and the gap threshold

The gap has a cone tip at a linear node, where its gradient is undefined. Its square, $g^2=4|\mathbf D|^2$, is smooth there, so a quasi-Newton minimizer should be given $f=g^2/8$. For its gradient, differentiate $E_n=\langle u_n|H|u_n\rangle$. The terms from the state add to $E_n\partial_j\langle u_n|u_n\rangle=0$, so
$$\partial_jg=\langle u_{N+1}|\partial_jH|u_{N+1}\rangle-\langle u_N|\partial_jH|u_N\rangle,\qquad \partial_jf=\tfrac14g\,\partial_jg.$$

Near a linear node $f\simeq\tfrac12|J\mathbf q|^2$ and $\nabla f\simeq J^TJ\mathbf q$. If the minimizer stops at $|\nabla f|=\epsilon$, then $J\mathbf q=(J^T)^{-1}\nabla f$, which leaves
$$g\simeq2|J\mathbf q|\le\frac{2\epsilon}{s_{\min}}.$$
The threshold for accepting a touching must lie above this value and below the gaps of the avoided crossings to be rejected. A threshold set by the coarseness of the mesh would accept as a node every avoided crossing whose gap lies below it.

## The seed mesh

Let $L$ bound the operator norm of the derivative of $H$ along any unit vector. For $H=\sum_{\mathbf R}H_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}$ one may take $L=\sum_{\mathbf R}|\mathbf R|\,\|H_{\mathbf R}\|$. Adding a Hermitian $V$ to $H$ changes every expectation value by at most $\|V\|$. By the min–max principle it moves each ordered eigenvalue by at most $\|V\|$. The gap contains two eigenvalues, so
$$|g(\mathbf k)-g(\mathbf k')|\le2L|\mathbf k-\mathbf k'|.$$
No point of a cube with half-side $h$ is farther than $\sqrt3h$ from its centre. The cube therefore contains no touching if
$$g(\text{centre})>2\sqrt3\,Lh.$$
The centres of all other cubes become seeds. A coarser mesh has a higher limit, so it typically excludes less of the zone, but it still leaves no touching in an unseeded cube. This does not prove that all touchings are found, because a descent may leave its cube and end elsewhere.

## The charge sphere

With $\mathbf A=i\langle u|\nabla u\rangle$, the overlap of neighbouring states on a loop is $\langle u_j|u_{j+1}\rangle\simeq1-i\mathbf A\cdot\delta\mathbf k$. The product round the loop tends to $e^{-i\oint\mathbf A\cdot d\mathbf k}$. For $N$ bands the determinant of the overlap matrix replaces the overlap, and the trace of the matrix-valued $\mathbf A$ replaces $\mathbf A$. The Berry phase is thus
$$\varphi=-\arg\prod_j\det\langle u_m(\mathbf k_j)|u_n(\mathbf k_{j+1})\rangle,\qquad m,n\le N.$$
A change of basis at one point multiplies two neighbouring determinants by conjugate phases, which cancel.

Place a sphere around a candidate, with $g>0$ on its surface. Let the latitude loop at polar angle $\theta$ run anticlockwise about $+z$. By Stokes' theorem $\varphi(\theta)$ equals, modulo $2\pi$, the outward Berry flux $F(\theta)$ through the cap north of the loop. Here $F(0)=0$, and $F(\pi)$ is the flux through the whole sphere. Following $\varphi$ continuously gives the charge
$$\chi=\frac{F(\pi)}{2\pi}=\frac{\varphi(\pi)-\varphi(0)}{2\pi}.$$
It is an integer because both polar loops are points, with phase zero modulo $2\pi$.

**Sign for a linear node.** Take $\mathbf D=\hbar v\mathbf q$ with $v>0$. The lower state in direction $(\theta,\phi)$ is $w=(-\sin\frac\theta2,\;e^{i\phi}\cos\frac\theta2)^T$. Hence $iw^\dagger\partial_\phi w=-\cos^2\frac\theta2$, and
$$\varphi=-2\pi\cos^2\tfrac\theta2=-\pi(1+\cos\theta)\equiv\pi(1-\cos\theta)\pmod{2\pi}.$$
This rises from $0$ to $2\pi$, so $\chi=+1$. Reversing the sign of $\mathbf D$ exchanges the two states, whose fluxes are opposite, and gives $\chi=-1$. An invertible $J$ can be deformed without becoming singular into a positive multiple of $+1$ or $-1$, according to the sign of its determinant. The gap on the sphere stays open and an integer cannot change, so
$$\chi=\mathrm{sgn}\det J.$$
In a multiband model the basis $P(\mathbf q)$ and the bands below $N$ vary smoothly near the node. Their contributions to the loop phases vanish as the sphere shrinks, and the result stands.

The winding also covers cases where the determinant fails. For $\mathbf D\propto(q_x^2-q_y^2,\,2q_xq_y,\,q_z)$ in suitable units, $\det J=0$ at the node. The azimuth of $\mathbf D$ is $2\phi$, and its polar angle $\Theta$ runs from $0$ to $\pi$ with $\theta$. The phase is $2\pi(1-\cos\Theta)$, which rises to $4\pi$: $\chi=2$.

**Number of loops.** Continuous following is unambiguous if the flux between neighbouring loops is below $\pi$ in magnitude. The result above says that the flux is half the solid angle swept by $\mathbf D$. For $\mathbf D=J\mathbf n$ with unit $\mathbf n$, and tangent vectors $\mathbf e_1,\mathbf e_2$ with $\mathbf n\cdot(\mathbf e_1\times\mathbf e_2)=1$, the flux per solid angle of $\mathbf n$ is
$$\frac{J\mathbf n\cdot(J\mathbf e_1\times J\mathbf e_2)}{2|J\mathbf n|^3}=\frac{\det J}{2|J\mathbf n|^3}.$$
Its magnitude is at most $s_1s_2/(2s_{\min}^2)$, where $s_1,s_2$ are the other singular values. A strip of width $\Delta\theta$ has solid angle at most $2\pi\Delta\theta$. For a linear cone it is therefore sufficient that
$$\Delta\theta<\frac{s_{\min}^2}{s_1s_2}.$$
The condition involves only ratios of the singular values, so it tightens for anisotropic cones, not for uniformly flat ones. The number of points on each loop should be raised until the phases settle.

## What the zero-sum rule shows

Let $C(k_z)$ be the Berry flux along $+z$ through a full zone plane, divided by $2\pi$. Wherever $g>0$, the trace of the Berry curvature is divergence-free. Apply Gauss's theorem between planes $k_z^{(1)}<k_z^{(2)}$, with small balls around the touchings removed. The side faces cancel by periodicity, and
$$C(k_z^{(2)})-C(k_z^{(1)})=\sum_{\text{between}}\chi.$$
If the second plane is the first shifted by a full period, the left side vanishes, so the charges in the zone sum to zero.

A nonzero sum proves that something is missing or wrong. A zero sum does not prove completeness. Symmetry can make the failure systematic: if an operation pairs nodes of opposite charge and the seeds share that symmetry, the search treats both partners alike and tends to lose them together. Plane Chern numbers are more informative, since each jump must match the charges found between two planes.

## Certifying completeness

For a two-band model, let $M$ bound the second derivative of $\mathbf D$ along any unit vector. Taylor's theorem at a linear touching gives
$$|\mathbf D(\mathbf k_0+\mathbf q)|\ge s_{\min}|\mathbf q|-\tfrac12M|\mathbf q|^2,$$
which is positive for $0<|\mathbf q|<r_1$, with
$$r_1=\frac{2s_{\min}}M.$$
No second touching lies within this one-node radius. A sphere smaller than $r_1$ therefore encloses one node and has an open gap.

Now divide the zone into cubes. Discard each cube that the gap bound excludes or that lies wholly within $r_1$ of a found node. Halve the remaining cubes and repeat. If none remain, every touching has been found. If a touching is missing, its cube survives every halving, unless it falls in the ball of a false entry. The nonzero sphere charge rules out false entries: with no touching inside, the lower bands would be smooth throughout the ball and the flux would vanish. If $|\mathbf D|=\delta$ is the small residual at the entry, the same Taylor bound gives $|\mathbf D|\ge s_{\min}|\mathbf q|-\tfrac12M|\mathbf q|^2-\delta$, so the touching inside a sphere well below $r_1$ lies within about $\delta/s_{\min}$ of the entry. In floating-point arithmetic, shrink $r_1$ slightly to allow for the error in the node position.

For more than two bands the gap exclusion holds unchanged, but $M$ must then bound the projected $\mathbf D$, including the variation of $P$. Without such a bound, subdivision shows only that any missed touching lies in the surviving cubes.

## A worked case

Take a simple cubic lattice with $a=0.5$ nm, $H=t\,\mathbf d\cdot\boldsymbol\sigma$, $t=0.2$ eV and $(x,y,z)=a(k_x,k_y,k_z)$:
$$\mathbf d=(\sin x-\alpha\sin z,\;\sin y-\beta,\;\gamma-\cos x-\eta\cos y-\cos z),$$
with $\alpha=0.3$, $\beta=0.2$, $\gamma=0.7$, $\eta=0.8$.

**Bounds.** The derivatives of $\mathbf d$ with respect to $x,y,z$ are $(\cos x,0,\sin x)$, $(0,\cos y,\eta\sin y)$ and $(-\alpha\cos z,0,\sin z)$. None is longer than 1, so along a unit vector $\mathbf n$ the derivative is at most $|n_x|+|n_y|+|n_z|\le\sqrt3$, and $L=\sqrt3\,ta$. The second derivative is
$$n_x^2(-\sin x,0,\cos x)+n_y^2(0,-\sin y,\eta\cos y)+n_z^2(\alpha\sin z,0,\cos z).$$
These vectors are also no longer than 1 and their weights sum to 1, so $M=ta^2$. These bounds use the form of $\mathbf d$. The general sums $\sum_{\mathbf R}|\mathbf R|\,\|H_{\mathbf R}\|$ and $\sum_{\mathbf R}|\mathbf R|^2\|H_{\mathbf R}\|$ give the looser values $5.1\,ta$ and $5.1\,ta^2$ for this model. With them 1502 of the 1728 cubes below become seeds, and the subdivision needs six halvings and about $1.1\times10^5$ gap evaluations.

**Search.** A mesh of $12^3=1728$ cubes has $h=\pi/(12a)$. The seed limit is $2\sqrt3Lh=6ta\,\pi/(12a)=\pi t/2=0.314$ eV, which leaves 128 seeds. Quasi-Newton (BFGS) descents from 86 of them end at four touchings, with gaps below $10^{-9}$ eV. The other 42 end at one avoided crossing with a gap of 0.033 eV. A threshold of $10^{-6}t=2\times10^{-7}$ eV separates the two groups.

| Node | $(k_x,k_y,k_z)$ in nm$^{-1}$ | $\chi$ | $r_1$ in nm$^{-1}$ |
|---|---|---|---|
| 1 | $(-0.5193,\,5.8805,\,-2.0541)$ | $+1$ | 3.31 |
| 2 | $(-6.0315,\,0.4027,\,-0.8634)$ | $+1$ | 1.42 |
| 3 | $(6.0315,\,0.4027,\,0.8634)$ | $-1$ | 1.42 |
| 4 | $(0.5193,\,5.8805,\,2.0541)$ | $-1$ | 3.31 |

This model also allows the nodes to be counted by hand. Setting $d_x=d_y=0$ gives $\cos x=s_x\sqrt{1-\alpha^2\sin^2z}$ and $\cos y=s_y\sqrt{1-\beta^2}$, with signs $s_x,s_y=\pm1$. Since $\eta\sqrt{1-\beta^2}=0.784$, the condition $d_z=0$ becomes
$$\cos z+s_x\sqrt{1-\alpha^2\sin^2z}=0.7-0.784\,s_y.$$
The root is at least $|\cos z|$, so the left side is non-negative for $s_x=+1$ and non-positive for $s_x=-1$. The right side is $-0.084$ for $s_y=+1$ and $1.484$ for $s_y=-1$, so equal signs give no solution. For opposite signs, write $c=\cos z$. The left side has slope $1+s_x\alpha^2c/\sqrt{1-\alpha^2+\alpha^2c^2}\ge1-\alpha>0$ and runs from $0$ to $2$ for $s_x=+1$, or from $-2$ to $0$ for $s_x=-1$. Each case has one $c$ and two values $\pm z$: four nodes in all.

**Charges.** The sphere radius is 0.4 nm$^{-1}$, well below every $r_1$. There are 24 latitude steps of $7.5^\circ$ and 48 points per loop. For node 1 the phase is 0, 0.56, 1.79, 3.17, 4.59, 5.80 and 6.28 rad at $\theta=0^\circ,30^\circ,\dots,180^\circ$, so $\chi=6.28/(2\pi)=+1$. With 48 points per loop the intermediate phases differ from the converged cap flux by up to 0.002 rad (the converged value at $30^\circ$ is 0.566); the winding is unaffected.

Node 2 has speeds of 1.617, 1.502 and 0.539 in units of $10^5$ m/s. Its sufficient step is $0.539^2/(1.617\times1.502)=0.12$ rad, or $6.9^\circ$, slightly finer than the one used. The condition is not a necessary one, and $\det J=+0.37\,(ta)^3$ confirms the charge $+1$.

**Completeness.** Chern numbers follow from summing Berry phases round the small squares of an $80\times80$ mesh. On planes midway between successive nodes, starting between nodes 4 and 1 across the zone boundary, they are $-1,0,1,0$, and then $-1$ again. The jumps $+1,+1,-1,-1$ match the table.

Of the 14 incomplete, non-empty lists of these nodes, four have zero sum: one positive node with one negative. With all four nodes and $r_1$ reduced by 5%, subdivision removes every cube after four halvings and 3168 gap evaluations. With nodes 1 and 3 alone, whose charges also sum to zero, 57 cubes remain after seven halvings.

## Choosing the settings

- **Seed mesh:** use every cube with central gap below $2\sqrt3Lh$ as a seed. Refine if this selects most of the zone.
- **Gap threshold:** set it above $2\epsilon/s_{\min}$ and below the smallest avoided crossing that must be told apart from a node.
- **Sphere radius:** stay below $r_1$. Where no $r_1$ is available, stay below half the distance to the nearest other candidate, and shrink the sphere to see whether the charge persists.
- **Loops:** take $\Delta\theta<s_{\min}^2/(s_1s_2)$ on a sphere well inside $r_1$, where the cone is close to linear; on a larger sphere this bound is not guaranteed. Small phase steps and a charge that survives one refinement do not prove resolution, because a strip carrying nearly $2\pi$ of flux appears as a small step. For $\mathbf D=(q_x,\,q_y,\,50[q_z-c(q_x^2+q_y^2)])$ with $c=\cos\theta_0/\sin^2\theta_0$ and $\theta_0=76.875^\circ$, the unit sphere gives charge 0 with both 24 and 48 steps, all below 0.8 rad, although its one node has $\chi=+1$. Shrink the sphere where possible, and compare the charge with $\mathrm{sgn}\det J$. If $s_{\min}$ is close to zero, suspect a quadratic node or a nodal line.
- **Acceptance:** treat a nonzero charge sum as a failure and a zero sum as inconclusive. For a two-band model, accept the list when every entry has a nonzero charge and subdivision leaves no cubes.

A charge of zero at a vanishing gap does not make a candidate false. Two opposite Weyl nodes at the same $\mathbf k$ also give zero, and neither the sphere nor the sum rule can then stand in for the gap itself.
